# Steady Island Nucleation Flux: Cluster Chain versus Zeldovich Saddle

## The result

Two-dimensional islands grow and shrink by single adatoms, and an island that reaches \(N+1\) atoms is removed. Let \(b_i\) be the attachment rate of an island of \(i\) atoms and \(a_i\) its detachment rate. At fixed adatom density \(c_1\), the steady nucleation flux is

\[
J_N=c_1q_1,\qquad q_N=b_N,\qquad q_i=\frac{b_i\,q_{i+1}}{a_{i+1}+q_{i+1}} .
\tag{1}
\]

For an edge free energy \(\gamma\sqrt i\) (in units of \(kT\)), attachment proportional to \(\sqrt i\), and supersaturation \(S=e^s>1\), the Zeldovich saddle approximation to this flux is

\[
J_Z=\kappa c_1^2\sqrt{\frac{s}{4\pi}}\;e^{-(B-\gamma+s)},\qquad B=\frac{\gamma^2}{4s}.
\tag{2}
\]

The two disagree at both ends of the supersaturation range. At low \(S\) the critical island outgrows a chain of fixed length, and \(J_N\) is too large. At high \(S\) the critical size approaches one atom and the saddle loses its meaning; in the example below, with \(\gamma=8\), \(J_Z\) is then too small. Measured against a chain without truncation, the relative error of \(J_Z\) has a bound, valid for \(s<2\pi\), that falls at least as fast as \(e^{-B/2}\) when \(S\) is lowered.

## The model

Densities are per surface site. The adatom density is \(c_1=Sc_{\rm sat}\), with \(c_{\rm sat}\) its value in equilibrium with a large island. It is held fixed and must be small compared with one; islands do not coalesce, which also requires the island coverage \(\sum_{i\ge2}i\,c_i\) to be small. The attachment rate is

\[
b_i=\kappa\sqrt i\,c_1 ,
\]

because the perimeter of a compact island grows as \(\sqrt i\). This describes growth limited by incorporation at the edge, with a uniform adatom density up to the edge; when surface diffusion limits capture, the rate depends more weakly on size. The constant \(\kappa\) is a rate, defined so that \(\kappa c_1^2\) counts dimer formation events per site and time. Fluxes are quoted in units of \(\kappa\) per site.

Detachment does not depend on the surrounding adatom density, so it can be fixed at \(S=1\). There the equilibrium densities are \(c_{\rm sat}\exp[-\gamma(\sqrt i-1)]\), and detailed balance requires equal flows between \(i\) and \(i+1\):

\[
\kappa\sqrt i\,c_{\rm sat}\,e^{-\gamma(\sqrt i-1)}=a_{i+1}e^{-\gamma(\sqrt{i+1}-1)} .
\]

Hence

\[
a_{i+1}=\kappa\sqrt i\,c_{\rm sat}\,e^{\gamma(\sqrt{i+1}-\sqrt i)} .
\]

The net flux from \(i\) to \(i+1\) is \(J_i=b_ic_i-a_{i+1}c_{i+1}\), and \(dc_i/dt=J_{i-1}-J_i\) for \(2\le i\le N\). In the steady state all \(J_i\) equal one number \(J\). Removal at \(N+1\) means \(c_{N+1}=0\).

The example uses round parameters that represent no particular material: \(\gamma=8\), \(c_{\rm sat}=10^{-5}\) and \(N=100\).

## Why not march upward from the adatoms?

The direct scheme guesses \(J\), computes

\[
c_{i+1}=\frac{b_ic_i-J}{a_{i+1}},
\]

and adjusts \(J\) until \(c_{N+1}=0\). The end condition can fix \(J\), but the densities of large islands are lost. An error in \(c_i\) is carried to \(c_{i+1}\) multiplied by \(b_i/a_{i+1}=S\,e^{-\gamma(\sqrt{i+1}-\sqrt i)}\), which exceeds one for large islands. At \(S=4\) the product of these factors from size 8 to size 101 is \(\exp[93\ln4-8(\sqrt{101}-\sqrt8)]\), about \(10^{31}\). Double-precision numbers carry a relative rounding error near \(10^{-16}\), so the rounding of \(c_8\) alone grows to about \(10^{15}c_8\) at the end of the chain, where the density should be zero.

The remedy is to start where the flow is one-way. Define \(q_i=J/c_i\). At the last size nothing returns, so \(J=b_Nc_N\) and \(q_N=b_N\). At a smaller size, insert \(c_{i+1}=J/q_{i+1}\) into the flux equation:

\[
J=b_ic_i-\frac{a_{i+1}}{q_{i+1}}J
\quad\Longrightarrow\quad
J\,\frac{q_{i+1}+a_{i+1}}{q_{i+1}}=b_ic_i .
\]

Division by \(c_i\) gives equation (1). The factor \(q_{i+1}/(a_{i+1}+q_{i+1})\) is a branching ratio between escape and return.

All operations are now sums, products and quotients of positive numbers. A relative error in \(q_{i+1}\) is passed on multiplied by

\[
\frac{\partial\ln q_i}{\partial\ln q_{i+1}}
=1-\frac{q_{i+1}}{a_{i+1}+q_{i+1}}
=\frac{a_{i+1}}{a_{i+1}+q_{i+1}}<1 .
\]

Rounding errors therefore add at worst in proportion to the chain length, to first order; they are not amplified. The work also grows linearly with \(N\), and the densities follow from \(c_i=J/q_i\).

A four-step chain at \(S=20\) can be done by hand. In units of \(\kappa c_{\rm sat}\), the attachment rates are \(b_i=20\sqrt i\), that is 20, 28.2843, 34.6410 and 40. The detachment rates \(a_2,a_3,a_4\) are 27.4869, 17.9802 and 14.7745. Then

\[
\begin{aligned}
q_4&=40,\\
q_3&=\frac{34.6410\times40}{14.7745+40}=25.297,\\
q_2&=\frac{28.2843\times25.2972}{17.9802+25.2972}=16.533,\\
q_1&=\frac{20\times16.5332}{27.4869+16.5332}=7.512 .
\end{aligned}
\]

With \(c_1=2\times10^{-4}\), the flux is \(2\times10^{-4}\times7.512\times10^{-5}\kappa=1.502\times10^{-8}\kappa\). The chain with \(N=100\) gives \(1.462\times10^{-8}\kappa\), so the short one is 2.7% too high: some of the islands it removes would have shrunk again.

## Does the surface reach this state?

Let \(\hat c_i\) be the densities that would balance every step at the actual supersaturation, \(b_i\hat c_i=a_{i+1}\hat c_{i+1}\) with \(\hat c_1=c_1\). From the rates,

\[
\frac{\hat c_{i+1}}{\hat c_i}=\frac{b_i}{a_{i+1}}=e^{s-\gamma(\sqrt{i+1}-\sqrt i)},
\]

so that

\[
\hat c_i=c_1e^{-w_i},\qquad w_i=\gamma(\sqrt i-1)-(i-1)s .
\]

Here \(w_i\) is the work, in \(kT\), of forming an island from one of its adatoms and \(i-1\) others. Let \(\delta_i\) be a deviation from the steady densities and \(v_i=\delta_i/\hat c_i\). The ends are fixed, so \(v_1=v_{N+1}=0\), and the flux deviation is \(b_i\hat c_i(v_i-v_{i+1})\). Shifting the index in one of the two sums gives

\[
\frac{d}{dt}\sum_{i=2}^N\frac{\delta_i^2}{2\hat c_i}
=\sum_{i=2}^Nv_i(\delta J_{i-1}-\delta J_i)
=-\sum_{i=1}^Nb_i\hat c_i(v_i-v_{i+1})^2 .
\]

The right side is negative unless all \(v_i\) are equal, and then they vanish. The steady state is therefore unique and attracting. Diagonalizing the rate matrix for \(S=4\), \(N=30\) gives a slowest relaxation time of \(1.18\times10^5/\kappa\). This is 4.7 times \(1/(\kappa c_1)=2.5\times10^4/\kappa\), the time scale for attachment to a single adatom. The relaxation time describes only the final exponential approach. On an initially empty surface, islands must first grow through the chain: the removal flux reaches 95% of its steady value after about \(6.6\times10^5/\kappa\) for \(N=30\), and after about \(1.1\times10^6/\kappa\) for \(N=100\). To use the steady flux at the end of the chain, \(c_1\) must change little during this whole start-up, not just during one relaxation time.

## From the chain to the saddle

With \(u_i=c_i/\hat c_i\), the steady flux is \(J=b_i\hat c_i(u_i-u_{i+1})\). Divide by \(b_i\hat c_i\) and add all steps. The differences telescope to \(u_1-u_{N+1}=1\), which leaves a series of resistances:

\[
\frac1{J_N}=\sum_{i=1}^N\frac1{b_i\hat c_i}
=\frac{e^{s-\gamma}}{\kappa c_1^2}\sum_{i=1}^Nf(i),
\qquad f(n)=\frac{e^{\gamma\sqrt n-sn}}{\sqrt n}.
\tag{3}
\]

The saddle approximation treats \(n\) as continuous. The condition \(w'(n)=\gamma/(2\sqrt n)-s=0\) gives \(\sqrt{n^*}=\gamma/(2s)\), and hence \(B=sn^*\). The barrier is

\[
w^*=\frac{\gamma^2}{2s}-\gamma-\frac{\gamma^2}{4s}+s=B-\gamma+s=s(\sqrt{n^*}-1)^2 .
\]

The curvature is \(w''(n^*)=-\tfrac{\gamma}{4}(n^*)^{-3/2}=-2s^3/\gamma^2\). A Gaussian integral over the barrier then gives the Zeldovich factor

\[
Z=\sqrt{\frac{|w''(n^*)|}{2\pi}}=\frac{s^{3/2}}{\gamma\sqrt\pi}.
\]

The flux is \(J_Z=\kappa\sqrt{n^*}\,c_1^2e^{-w^*}Z\). Since \(\sqrt{n^*}Z=\sqrt s/(2\sqrt\pi)\), this is equation (2).

Three replacements have been made: a sum by an integral, finite limits by infinite ones, and the true integrand by a Gaussian in \(n\) with a constant prefactor. For this model the third costs nothing. Put \(n=x^2\), \(dn=2x\,dx\), and extend \(x\) over the whole line:

\[
\int f\,dn\;\to\;2\int_{-\infty}^{\infty}e^{\gamma x-sx^2}dx=2\sqrt{\frac{\pi}{s}}\,e^B\equiv F .
\]

Inserting \(F\) for the sum in equation (3) reproduces \(J_Z\) identically. The error must come from the limits and from the discreteness of island size.

This depends on the capture law. Let attachment be \(\kappa i^{p/2}c_1\), with detachment changed to keep detailed balance. The resistance integrand becomes \(2x^{1-p}e^{\gamma x-sx^2}\), a Gaussian weight of mean \(x^*=\sqrt{n^*}\) and variance \(1/(2s)\). Near the saddle write \(x=x^*(1+\epsilon)\), so that \(\langle\epsilon^2\rangle=1/(2sn^*)=1/(2B)\). Then

\[
\frac{J_Z}{J}\simeq\langle(1+\epsilon)^{1-p}\rangle
=1+\frac{p(p-1)}{4B}+O(B^{-2}).
\]

The correction vanishes for \(p=1\), and also for \(p=0\), where the average of \(1+\epsilon\) is one. For \(p=2\), capture proportional to island area, it does not. At \(S=1.5\), where \(B=39.46\), the formula gives 1.0127 and a long chain gives 1.0132. The next term, \(\langle\epsilon^4\rangle=3/(4B^2)=0.0005\), accounts for the difference at this precision.

## Low supersaturation: the chain is too short

For the truncated chain, subtract the missing resistances \(i>N\). If \(f\) changes little from one size to the next, the midpoint rule replaces their sum by an integral from \(N+\tfrac12\). Completing the square, \(\gamma x-sx^2=B-s(x-x^*)^2\), gives

\[
\sum_{i>N}f(i)\simeq\frac F2\,{\rm erfc}(z),\qquad
z=\sqrt s\left(\sqrt{N+\tfrac12}-\sqrt{n^*}\right).
\]

The sum over all sizes is replaced by the integral from zero; equation (6) below gives the error of this step, which is small at low \(S\). The same substitution gives \(\int_0^\infty f\,dn=\tfrac F2{\rm erfc}(-\sqrt B)\). Using \({\rm erfc}(-y)=2-{\rm erfc}(y)\) in both terms,

\[
\frac{J_Z}{J_N}\simeq\tfrac12{\rm erfc}(-z)-\tfrac12{\rm erfc}(\sqrt B).
\tag{4}
\]

When the chain ends at a large critical size, \(z\simeq0\) and \(J_N\simeq2J_Z\): half the resistance has been cut away. At \(S=1.5\), \(n^*=97.3\) and \(z=0.6368(10.025-9.865)=0.102\). Equation (4) gives \(J_N/J_Z=1.795\), as does the recursion. At \(S=1.3\), \(n^*=232\) lies far beyond the chain, and the ratio is \(1.29\times10^4\) by either route. Here the saddle value is the better answer to the physical question; the chain accurately solves a problem with the wrong boundary.

The length should therefore follow the supersaturation. Choose

\[
N\ge\left(\sqrt{n^*}+\frac3{\sqrt s}\right)^2 .
\tag{5}
\]

The discarded resistance is then at most \(\tfrac12{\rm erfc}(3)=1.1\times10^{-5}\) of \(1/J_Z\). To see that this is a bound, set \(L=f'/f\) and \(y=\sqrt s(x-x^*)\ge3\). Then

\[
L=-\frac{\sqrt s\,y}{x}-\frac1{2x^2},\qquad L^2\ge\frac{9s}{x^2},\qquad
-L'\le\frac{\gamma}{4x^3}=\frac{sx^*}{2x^3}<\frac{s}{2x^2}.
\]

Hence \(f''=f(L^2+L')>0\). The midpoint value of a convex function does not exceed its cell average, so the discarded sum is no larger than the integral. Rule (5) asks for 446 sizes at \(S=1.3\), 88 at \(S=2\) and 30 at \(S=4\).

## High supersaturation: islands are made of atoms

In the table, \(J_{\rm long}\) is the flux for \(N=4000\), and \(J_N\) that for \(N=100\). At high \(S\) these long chains serve only to remove the truncation error; their steady states are not dilute. The coverage \(\sum_{i\ge2}i\,c_i\), with \(c_i=J/q_i\), is 0.24 at \(S=50\) and 0.56 at \(S=100\) for \(N=100\), and it exceeds one for \(N=4000\) in the rows with \(S\ge10\). Chains of the length given by rule (5) reproduce \(J_{\rm long}\) to about \(10^{-5}\) in these rows at coverages below 0.01.

| \(S\) | \(n^*\) | \(J_N/\kappa\) | \(J_N/J_Z\) | \(J_{\rm long}/J_Z\) |
|---:|---:|---:|---:|---:|
| 1.3 | 232 | 2.36e-30 | 12866 | 1.0000 |
| 1.5 | 97.3 | 1.05e-24 | 1.795 | 1.0000 |
| 2 | 33.3 | 1.32e-17 | 1.0000 | 1.0000 |
| 4 | 8.33 | 3.85e-12 | 1.0001 | 1.0001 |
| 10 | 3.02 | 1.23e-9 | 1.008 | 1.008 |
| 20 | 1.78 | 1.46e-8 | 1.048 | 1.048 |
| 50 | 1.05 | 1.69e-7 | 1.211 | 1.211 |
| 100 | 0.75 | 8.22e-7 | 1.471 | 1.471 |

Lengthening the chain does not repair the last rows. The first resistance is \(1/(\kappa c_1^2)\), so its share of the total is \(J/(\kappa c_1^2)\). At \(S=4\) this share is \(3.85\times10^{-12}/(1.6\times10^{-9})=0.24\%\). At \(S=100\) it is \(8.22\times10^{-7}/10^{-6}=82\%\): dimer formation alone nearly sets the flux, and there is no smooth barrier to integrate over. At that point \(n^*<1\), and \(J_Z\) is a formal extrapolation. For \(s\to\infty\) at fixed \(\gamma\), all later resistances vanish relative to the first and \(J\to\kappa c_1^2\), whereas equation (2) gives \(J_Z/(\kappa c_1^2)\to0\).

The error can be written in closed form. Expand \(e^{\gamma\sqrt i}\) in powers of \(\gamma\), which leaves sums \(\sum_i i^\alpha e^{-si}\) with \(\alpha=(m-1)/2\). The Mellin representation of the exponential gives

\[
\sum_{i\ge1}i^\alpha e^{-si}=\frac1{2\pi i_0}\int_{c-i_0\infty}^{c+i_0\infty}\Gamma(z)\,s^{-z}\zeta(z-\alpha)\,dz,
\quad c>\alpha+1,
\]

where \(i_0\) is the imaginary unit and \(z\) an integration variable. Move the contour to the left. The pole of \(\zeta\) at \(z=\alpha+1\) and the poles of \(\Gamma\) at \(z=-k\) give

\[
\sum_{i\ge1}i^\alpha e^{-si}=\frac{\Gamma(\alpha+1)}{s^{\alpha+1}}+\sum_{k\ge0}\frac{(-s)^k}{k!}\zeta(-\alpha-k).
\]

By the reflection formulas for \(\Gamma\) and \(\zeta\), the integrand at \({\rm Re}\,z=-K-\tfrac12\) is bounded by a power of \(|z|\) times \((s/2\pi)^Ke^{-\pi|{\rm Im}z|/2}\). The remaining integral vanishes as \(K\to\infty\) if \(s<2\pi\).

Now multiply by \(\gamma^m/m!\) and sum over \(m\). The first terms are \(\int_0^\infty n^\alpha e^{-sn}dn\) and add up to \(\int_0^\infty f\,dn\). In the others, collect equal \(m+2k\); the coefficients are those of \(e^{\gamma x-sx^2}=\sum_ma_mx^m\). The regrouping is allowed because \(|\zeta(-\sigma)|\) is at most a constant times \(\Gamma(1+\sigma)(2\pi)^{-\sigma}\) for \(\sigma\ge0\). The sum over \(k\) is then a binomial series in \(s/2\pi\), and \(1/m!\) makes the sum over \(m\) converge. Dividing by \(F\),

\[
\frac{J_Z}{J_\infty}=\tfrac12{\rm erfc}(-\sqrt B)+\tfrac12\sqrt{\frac s\pi}\,e^{-B}C,
\quad C=\sum_{m\ge0}a_m\,\zeta\!\left(\frac{1-m}2\right).
\tag{6}
\]

The first term is the integral from zero size. \(C\) is the difference between the discrete sum and that integral. At \(S=100\), \(B=3.474\) and \(C=-16.84\), so the second term is \(0.605\times0.0310\times(-16.84)=-0.316\). The first differs from one by \(-0.004\). Their sum is 0.680, whose inverse is the 1.471 in the table. From \(S=4\) to 100, \(C\) stays between \(-20\) and \(-16\), so it is mainly \(e^{-B}\) that makes the error grow.

A bound needs the size of \(a_m\). On a circle \(|x|=r\), with \(c=\cos\theta\), the real part of the exponent is

\[
\gamma rc-2sr^2c^2+sr^2\le\frac{\gamma^2}{8s}+sr^2=\frac B2+sr^2 .
\]

Cauchy's estimate gives \(|a_m|\le e^{B/2}e^{sr^2}r^{-m}\), and \(r^2=m/(2s)\) turns this into \(|a_m|\le e^{B/2}(2es/m)^{m/2}\), with the last factor read as one for \(m=0\). Hence

\[
\left|\frac{J_Z}{J_\infty}-1\right|\le\tfrac12{\rm erfc}(\sqrt B)+\tfrac12\sqrt{\frac s\pi}\,M(s)\,e^{-B/2},
\]

where \(M(s)=\sum_m(2es/m)^{m/2}|\zeta((1-m)/2)|\) converges for \(s<2\pi\). At \(S=4\) the bound is \(4.2\times10^{-3}\), while the error from equation (6) is \(6.1\times10^{-5}\). At \(S=100\) the bound exceeds one and says nothing useful.

## What the slope measures

At fixed \(\kappa\) and fixed detachment rates, each resistance in equation (3) varies as \(S^{-(i+1)}\): two powers come from \(c_1^2\) and \(i-1\) from \(e^{w_i}\). Differentiating the sum gives

\[
\frac{d\ln J}{ds}=1+\langle i\rangle ,
\]

where the average is weighted by resistance. From equation (2), with \(-dB/ds=B/s=n^*\),

\[
\frac{d\ln J_Z}{ds}=2+\frac1{2s}+n^*-1=n^*+1+\frac1{2s}.
\]

At \(S=2\) this is \(33.302+1+0.721=35.023\), and a central difference of the long-chain flux gives the same digits. At \(S=4\) the values are 9.686 and 9.687. Subtracting one from the slope thus yields a mean size, which in the saddle regime exceeds the critical size by \(1/(2s)\). The identity with \(\langle i\rangle\) still holds at high supersaturation, where the saddle has lost its meaning.
